# Thomas-Fermi energy from WKB eigenvalues with sums replaced by integrals

Let independent electrons of mass $m$ fill the levels of a potential $V(\mathbf r)$ up to an energy $\mu$, and suppose that the smooth part of the level count is a sum of local contributions, each depending on $\mu-V(\mathbf r)$, $m$ and $\hbar$ alone. These three quantities form one momentum, $p_F=[2m(\mu-V)]^{1/2}$, and one inverse length, $p_F/\hbar$. The density of electrons must then be a number times $p_F^3/\hbar^3$, and the density of kinetic energy a number times $p_F^5/(m\hbar^3)$. These are the Thomas-Fermi forms. Dimensions do not show that a sum over quantized levels becomes local, nor do they give the numbers. For a central potential both follow from the WKB eigenvalues, once sums over quantum numbers are replaced by integrals with the right lower limits.

Hartree atomic units are used from here on, so $\hbar=m=1$. The radial function $u(r)$ of a state with angular momentum $l$ obeys

$$-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V(r)\right]u=\varepsilon u .$$

The WKB method needs a coefficient that varies slowly over a wavelength, and this fails near the origin: for $l>0$ through the term in $1/r^2$, and for $l=0$ in an atom through the Coulomb singularity of $V$. Put $r=e^s$ and $u=e^{s/2}y(s)$, so that $s$ runs over the whole real line. Since $d/dr=e^{-s}d/ds$,

$$u'=e^{-s/2}\left(y_s+\tfrac12y\right),\qquad u''=e^{-3s/2}\left(y_{ss}-\tfrac14y\right).$$

In the second expression the two terms in $y_s/2$ have cancelled. Multiplying the radial equation by $-2r^2e^{-s/2}$ gives

$$y_{ss}+K^2y=0,\qquad K^2=2r^2(\varepsilon-V)-\lambda^2,\qquad \lambda=l+\tfrac12,$$

because $l(l+1)+\tfrac14=(l+\tfrac12)^2$. This is the Langer term. If $r^2V\to0$ at the origin, $K^2$ tends to the constant $-\lambda^2$ there, and the decaying solution $y\propto e^{\lambda s}$ gives $u\propto r^{1/2+\lambda}=r^{l+1}$, the correct regular behaviour.

Assume that $K^2>0$ in at most one interval $s_1<s<s_2$ for each $\varepsilon$ and $\lambda$. Near $s_1$, $K^2$ is nearly linear, and the solution that decays into the forbidden region is an Airy function. Its oscillating side has the asymptotic form

$$y\propto K^{-1/2}\sin\left(\int_{s_1}^sK\,ds'+\frac{\pi}{4}\right).$$

The solution that decays beyond $s_2$ has the same form with the integral taken from $s$ to $s_2$. The two phases add up to $\int_{s_1}^{s_2}K\,ds+\pi/2$, whatever the value of $s$. The two sines agree up to a constant factor if this total is a positive multiple of $\pi$, say $(n_r+1)\pi$ with $n_r=0,1,2,\dots$ Since $K\,ds=(K/r)\,dr$, the quantization rule is

$$\pi\nu=\int\left[2(\varepsilon-V)-\frac{\lambda^2}{r^2}\right]^{1/2}dr,\qquad \nu=n_r+\tfrac12, \tag{1}$$

taken over the allowed interval. Spin and orientation give each level $2(2l+1)=4\lambda$ places.

Equation (1) defines $\nu(\varepsilon,\lambda)$ for continuous arguments, and its inverse $\varepsilon(\nu,\lambda)$. The physical levels have half-integer $\nu$ and $\lambda$, so they lie at the centres of unit squares that fill the quadrant $\nu>0$, $\lambda>0$ without gaps. For a smooth function $f$, expansion about the centre of a unit cell gives

$$\int_k^{k+1}f(x)\,dx=f(k+\tfrac12)+\tfrac1{24}f''(k+\tfrac12)+\dots,$$

since the linear term cancels and $\int_{-1/2}^{1/2}t^2dt/2=1/24$. To leading order a sum over cell centres is therefore the integral from the edge of the first cell. In terms of the original numbers, the lower limits are $n_r=-\tfrac12$ and $l=-\tfrac12$. The replacement neglects the second derivatives, the failure of the expansion where $f$ is singular, and the mismatch between whole cells and the curve $\varepsilon(\nu,\lambda)=\mu$. The last of these produces shell effects. With the replacement made, the number of electrons and the sum of eigenvalues are

$$N=\iint_{\varepsilon<\mu}4\lambda\,d\nu\,d\lambda,\qquad S=\iint_{\varepsilon<\mu}4\lambda\,\varepsilon(\nu,\lambda)\,d\nu\,d\lambda. \tag{2}$$

What follows evaluates these integrals without further approximation.

At fixed $\lambda$, differentiating (1) gives $\pi\,\partial\nu/\partial\varepsilon=\int[2(\varepsilon-V)-\lambda^2/r^2]^{-1/2}dr>0$; the moving end points add nothing because the integrand of (1) vanishes there. Hence $\varepsilon<\mu$ means $\nu<\nu(\mu,\lambda)$. The integral over $\nu$ is immediate, and for any filling energy $\varepsilon$

$$N(\varepsilon)=\int4\lambda\,\nu(\varepsilon,\lambda)\,d\lambda=\frac4\pi\int dr\int_0^{pr}\lambda\left(p^2-\frac{\lambda^2}{r^2}\right)^{1/2}d\lambda ,$$

where $p^2=2[\varepsilon-V(r)]$, and $r$ runs over the region with $p^2>0$. The order of integration may be exchanged because the integrand is nowhere negative. At fixed $r$ the allowed values of $\lambda$ end at $pr$. With $w=p^2-\lambda^2/r^2$ and $\lambda\,d\lambda=-\tfrac12r^2dw$, the inner integral is

$$\frac{r^2}{2}\int_0^{p^2}w^{1/2}dw=\frac{r^2p^3}{3}.$$

Therefore

$$N(\varepsilon)=\frac{4}{3\pi}\int r^2p^3\,dr=\int\frac{p^3}{3\pi^2}\,d^3r, \tag{3}$$

with $d^3r=4\pi r^2dr$. This is the Thomas-Fermi count. Geometrically, $\lambda/r$ is the momentum tangential to the sphere of radius $r$, and the square root is the radial momentum. The integral over $\lambda$ assembles the local Fermi sphere from cylindrical shells, which is how a sum over orbits spread through the atom becomes a local density.

For the energy, change the variable from $\nu$ to $\varepsilon$ at fixed $\lambda$ in (2). The integral over $\lambda$ then collects $dN(\varepsilon)$, and integration by parts gives

$$S=\int_{-\infty}^{\mu}\varepsilon\,dN(\varepsilon)=\mu N-\int_{-\infty}^{\mu}N(\varepsilon)\,d\varepsilon. \tag{4}$$

This requires $\varepsilon N(\varepsilon)\to0$ at the lower end. If $V$ is bounded below, $N$ vanishes below its minimum and there is nothing to show. In an atom $V\approx-Z/r$ near the nucleus, and the pure Coulomb case decides the matter. There, differentiating (1) with respect to $\lambda$ and putting $w=1/r$,

$$\pi\frac{\partial\nu}{\partial\lambda}=-\lambda\int\frac{dw}{(2\varepsilon+2Zw-\lambda^2w^2)^{1/2}}=-\pi .$$

The integral between the roots is $\pi/\lambda$, as the substitution $w=w_0+a\cos\theta$ shows, with $w_0$ the midpoint and $a$ half the distance between the roots. So $\nu+\lambda$ depends on $\varepsilon$ alone. Its value follows from the circular orbit, where $\nu=0$ and $\lambda^2$ equals the maximum of $2\varepsilon r^2+2Zr$, which is $Z^2/(-2\varepsilon)$. Hence

$$k\equiv\nu+\lambda=\frac{Z}{\sqrt{-2\varepsilon}},\qquad \varepsilon=-\frac{Z^2}{2k^2},\qquad N(\varepsilon)=\int_0^k4\lambda(k-\lambda)\,d\lambda=\frac23k^3. \tag{5}$$

At half-integer $\nu$ and $\lambda$, $k=n_r+l+1$ is the principal quantum number, and the hydrogen levels come out without error. Since $N\propto|\varepsilon|^{-3/2}$, the product $\varepsilon N$ falls as $|\varepsilon|^{-1/2}$, and the boundary term vanishes.

Now insert (3) into (4). At fixed $r$, $p\,dp=d\varepsilon$, so $\int p^3d\varepsilon=\int_0^{p_F}p^4dp=p_F^5/5$, and

$$S=\mu N-\int\frac{p_F^5}{15\pi^2}\,d^3r,\qquad p_F^2=2(\mu-V). \tag{6}$$

The Thomas-Fermi expression is built from a locally uniform gas with two electrons per phase-space volume $(2\pi)^3$. Its density is $n=p_F^3/(3\pi^2)$ and its kinetic energy density is

$$\frac{2}{(2\pi)^3}\int_0^{p_F}\frac{p^2}{2}\,4\pi p^2\,dp=\frac{p_F^5}{10\pi^2}.$$

Because $V=\mu-p_F^2/2$ inside the occupied region,

$$Vn=\mu n-\frac{p_F^5}{6\pi^2},\qquad \frac{p_F^5}{10\pi^2}+Vn=\mu n-\frac{p_F^5}{15\pi^2},$$

where $\tfrac1{10}-\tfrac16=-\tfrac1{15}$. Integrated over space, the right-hand side is (6). Thus

$$S=\int\left[\frac{p_F^5}{10\pi^2}+Vn\right]d^3r. \tag{7}$$

The equality between the integrals (2) and the Thomas-Fermi expressions (3) and (7) is exact. It does not say that the sum over discrete WKB levels equals either of them.

Nor is $S$ yet the total energy when $V$ contains the repulsion between the electrons. The Thomas-Fermi functional of an atom is $E=T+A+U$, with

$$T=\frac{3(3\pi^2)^{2/3}}{10}\int n^{5/3}d^3r,\quad A=-Z\int\frac nr\,d^3r,\quad U=\frac12\int n\,v_H\,d^3r,$$

where $v_H(\mathbf r)=\int n(\mathbf r')|\mathbf r-\mathbf r'|^{-1}d^3r'$. Making $E$ stationary at fixed $N$ gives $\tfrac12(3\pi^2n)^{2/3}-Z/r+v_H=\mu$. This is the density used above, with $V=-Z/r+v_H$. Then $\int Vn\,d^3r=A+2U$, because each pair is counted twice, and

$$S=T+A+2U,\qquad E=S-U. \tag{8}$$

The WKB integral therefore reproduces the Thomas-Fermi total energy after one subtraction of $U$, provided that $V$ is the self-consistent potential.

In a neutral atom $\mu=0$. A negative $\mu$ would end the density at a finite radius where $V=\mu$; the charge inside would be zero, so $V$ would vanish there, a contradiction. A positive $\mu$ would give infinitely many electrons. Write $V=-(Z/r)\phi(x)$ with $x=r/b$ and $\phi(0)=1$. The Poisson equation $\nabla^2v_H=-4\pi n$ gives, for $r>0$, $Z\phi''/(rb^2)=4\pi n$. With $n=(2Z\phi/r)^{3/2}/(3\pi^2)$ this becomes

$$\phi''=\frac{4(2^{3/2})Z^{1/2}b^{3/2}}{3\pi}\,\frac{\phi^{3/2}}{x^{1/2}} .$$

The coefficient is unity for $b=\tfrac12(3\pi/4)^{2/3}Z^{-1/3}$, and $\phi$ is then the same function for all neutral atoms.

The total energy needs one number from it. Under the scaling $n\to\alpha^3n(\alpha\mathbf r)$, which preserves $N$, $E$ becomes $\alpha^2T+\alpha(A+U)$. Stationarity at $\alpha=1$ gives $2T+A+U=0$. Multiplying the stationary condition with $\mu=0$ by $n$ and integrating gives $\tfrac53T+A+2U=0$. Subtracting the first from the second leaves $U=T/3$, so $A=-7T/3$ and $E=-T=3A/7$. Finally $A=-Zv_H(0)$, and $v_H(0)$ is the limit of $Z(1-\phi)/r$, which is $-Z\phi'(0)/b$. Hence

$$E=\frac37\,\frac{Z^2\phi'(0)}{b}\propto Z^{7/3}. \tag{9}$$

Take sulfur, $Z=16$, for which $b=0.35135$ bohr. The computed slope is $\phi'(0)=-1.588071$, so

$$A=\frac{256\times(-1.588071)}{0.35135}=-1157.1\ \text{hartree},$$

and $E=3A/7=-495.9$ hartree, or about $-1.35\times10^4$ eV. By the other road, the numerical check solves (1) for $\varepsilon$ at continuous $\nu$ and $\lambda$ and integrates the eigenvalues as in (2). It obtains $N=16.0000$ and $S=-330.601$ hartree. The density gives

$$T+\int Vn\,d^3r=495.902-826.503=-330.601\ \text{hartree}.$$

With $U=165.301$ hartree, (8) yields $E=-330.601-165.301=-495.902$ hartree. These digits check the identity; they do not measure the accuracy of the model, which leaves out exchange, correlation, gradient corrections and relativity. The Hartree-Fock energy of sulfur is $-397.5$ hartree, so the Thomas-Fermi value is about 25% too deep.

The identity does not need self-consistency. In the same fixed potential, filled only to $\mu=-5$ hartree, both roads give $N=5.3448$. The pieces of (4) are $\mu N=-26.724$ and $\int N\,d\varepsilon=291.918$ hartree, so $S=-26.724-291.918=-318.642$ hartree, again equal to the value from the density. The program also tests that this potential meets the assumption of a single allowed interval.

The part played by the Langer term can now be stated precisely. The weight in (2) is $4\lambda\,d\lambda=2\,d(\lambda^2)$, and the integral starts at $\lambda^2=0$. Had $l(l+1)$ been kept in the radial momentum and $l$ integrated from $0$, the weight would have been $2(2l+1)\,dl=2\,d[l(l+1)]$, also starting at zero. The two integrals differ in the name of the variable alone. For neutral sulfur both give 16.0000 electrons. The Langer form with $l$ started at $0$ omits the strip $0<\lambda<\tfrac12$ and gives 14.1757. So the Langer term is not what makes the integral equal to the Thomas-Fermi result. It gives the correct behaviour at the origin, and it places the physical levels at cell centres, so that the integral from $l=-\tfrac12$ is the natural approximation to the sum. With $l(l+1)$ and the limit $l=0$, the first level sits on the edge of the integration range, and the midpoint argument does not apply.

How much the replacement costs can be worked out in a pure Coulomb field without electron repulsion. Fill $M$ complete shells. Shell $n$ holds $2n^2$ electrons of energy $-Z^2/(2n^2)$ and contributes $-Z^2$, so the discrete sum is $-Z^2M$. For the integral, (5) gives $dN=2k^2dk$ and

$$S=-\int_0^{k}\frac{Z^2}{2k'^2}\,2k'^2\,dk'=-Z^2k,\qquad k=\left(\frac{3N}{2}\right)^{1/3}.$$

The electron number is $N=\sum_{n=1}^M2n^2=M(M+1)(2M+1)/3$. With $q=M+\tfrac12$ this makes $k^3=q(q^2-\tfrac14)$, and expansion of the cube root gives $k=q-1/(12q)+O(q^{-3})$. At equal $N$,

$$S_{\text{discrete}}-S=Z^2(k-M)=Z^2\left[\frac12-\frac{1}{12(M+\frac12)}+\dots\right]. \tag{10}$$

For large $M$ the difference tends to $Z^2/2$, the Scott term. Counted in strips of $k$, it comes from the region $k<\tfrac12$ near the corner $\nu=\lambda=0$, where $\varepsilon$ is singular. The integral places $\tfrac23(\tfrac12)^3=\tfrac1{12}$ of an electron there, with summed energy $-Z^2\times\tfrac12$. In that region $\varepsilon<-2Z^2$, whereas the lowest level, at $k=1$, lies at $-Z^2/2$. Each further strip $n-\tfrac12<k<n+\tfrac12$ of the integral contributes $-Z^2$, the same as shell $n$. In this counting the corner region is the excess, apart from the shortfall $q-k\approx1/(12q)$ at the upper end. The location depends on the partition. Counted in the unit squares of $\nu$ and $\lambda$, the first square integrates to $-2\ln2\,Z^2$ against $-Z^2$ for the 1s level, which gives $0.386Z^2$, and the other squares supply the remaining $0.114Z^2$. The computed differences divided by $Z^2$ are 0.4662 for $M=2$ and 0.4872 for $M=6$; (10) gives 0.4667 and 0.4872.

Independent electrons in the Thomas-Fermi potential of sulfur show the same loss, together with steps in the level count. At zero energy, (1) gives $\nu=3.373$ for $l=0$ and $1.592$ for $l=1$, and no allowed region for $l=2$. Levels need $n_r+\tfrac12$ below these values, so there are three s levels and two p levels, with $6+12=18$ places, whereas the integral counts 16. Filling them as 1s² 2s² 2p⁶ 3s² 3p⁴ gives, in hartree,

$$2(-82.680-6.608-0.305)+6(-4.677)+4(-0.028)=-207.4 .$$

This lies 123.2 hartree above the integral $-330.6$, a shift of 37% relative to the integral. The Scott term is $Z^2/2=128$ hartree. It is the expected leading part, because the deepest region of the atom is nearly Coulombic; the remaining $-4.8$ hartree has not been resolved into its causes. At $\mu=-5$ hartree the steps are plainer still: only 1s and 2s lie below that energy, so the discrete count is 4 where the integral gives 5.34.

Most of the discrepancy in the eigenvalue sum is thus due to the integrals and not to WKB. Numerical Schrödinger levels in the same potential, filled in the same way, sum to $-208.6$ hartree, 0.6% below the WKB sum relative to the Schrödinger value. Individual levels can fare worse: the weakly bound 3p level is at $-0.033$ hartree, and WKB places it at $-0.028$ hartree, too shallow by about one seventh of the Schrödinger value. Both numbers belong to the model potential and not to the real atom; Hartree-Fock theory puts the sulfur 3p levels near $-0.4$ hartree.

For neutral atoms the Thomas-Fermi energy grows as $Z^{7/3}$ and the Scott term as $Z^2$, so their ratio falls as $Z^{-1/3}$. This decrease is slow, which is why the correction is still large at $Z=16$.

## Calculated quantities

```
Sulfur, nuclear charge Z = 16
TF length b = 0.35135 bohr
Initial slope phi'(0) = -1.588071
Neutral atom, mu = 0:
  N from WKB integral = 16.0000
  N from TF density = 16.0000
  S from WKB integral = -330.601 hartree
  S from TF density = -330.601 hartree
  TF kinetic energy = 495.902 hartree
  TF integral of V n = -826.503 hartree
  nuclear attraction = -1157.104 hartree
  electron repulsion U = 165.301 hartree
  E = S(WKB integral) - U = -495.902 hartree
  E from TF functional = -495.902 hartree
  E from initial slope = -495.902 hartree = -13494 eV
Same potential, mu = -5.0 hartree:
  N: WKB integral 5.3448, TF 5.3448
  S: WKB integral -318.642, TF -318.642 hartree
  mu N = -26.724 hartree
  integral of N(eps) up to mu = 291.918 hartree
  integral of p^5/(15 pi^2) = 291.918 hartree
Electron count at mu = 0 for three choices:
  (l+1/2)^2, l from -1/2: 16.0000
  (l+1/2)^2, l from 0: 14.1757
  l(l+1), l from 0: 16.0000
nu at zero energy for l = 0, 1, 2: 3.373 1.592 0.000
Level, electrons, WKB and Schroedinger energy (hartree):
  1s 2 -82.6800 -83.0662
  2s 2 -6.6078 -6.6818
  2p 6 -4.6771 -4.7196
  3s 2 -0.3048 -0.3120
  3p 4 -0.0283 -0.0330
Discrete WKB sum = -207.361 hartree
Discrete Schroedinger sum = -208.569 hartree
Discrete WKB sum minus integral = 123.240 hartree
Scott term Z^2/2 = 128.0 hartree
Coulomb field, M closed shells, no electron repulsion:
  M = 2, N = 10: discrete -512.00, TF -631.35 hartree
    difference / Z^2 = 0.4662 hartree
  M = 6, N = 182: discrete -1536.00, TF -1660.71 hartree
    difference / Z^2 = 0.4872 hartree
```
